# Shape invariance and bound states of the radial Dirac–Coulomb equations, part 2

One electron moves in the field of a fixed point nucleus, \(V=-Z/r\). In atomic units \(c=1/\alpha\), \(\rho=cr\), \(a=Z\alpha>0\), and \(E=c^2\epsilon\) includes the rest energy. The real radial functions \(P,Q\) obey

\[ \frac{dP}{d\rho}=-\frac{\kappa}{\rho}P+\Big(\epsilon+1+\frac a\rho\Big)Q,\qquad \frac{dQ}{d\rho}=\frac{\kappa}{\rho}Q-\Big(\epsilon-1+\frac a\rho\Big)P. \tag{1} \]

Here \(\kappa=-(l+1)\) for \(j=l+\tfrac12\), \(\kappa=l\) for \(j=l-\tfrac12\), \(k=|\kappa|>a\), \(\sigma=\operatorname{sgn}\kappa\), \(\gamma=\sqrt{\kappa^2-a^2}\), \(g=\sigma\gamma\), \(K=k/\gamma\), so

\[ K^2=1+a^2/\gamma^2, \tag{12} \]

In matrix form (1) has coefficient \(M/\rho+B\), with \(M=-\kappa\sigma_3+a\,i\sigma_2\), \(B=\sigma_1+\epsilon\,i\sigma_2\). The constant matrix \(S=\cosh\tfrac\theta2-\sinh\tfrac\theta2\,\sigma_1\) defines \((F,G)^T=S\,(P,Q)^T\):

\[ \cosh\theta=(1-a^2/\kappa^2)^{-1/2}=K,\qquad \sinh\theta=\frac a\kappa\,\frac k\gamma=\frac ag,\qquad \tanh\frac\theta2=\frac{\sinh\theta}{1+\cosh\theta}=\frac a{\kappa+g}, \tag{6} \]
\[ SMS^{-1}=-g\sigma_3,\qquad SBS^{-1}=\sigma_1+\epsilon K\,i\sigma_2+\frac{\epsilon a}g\,\sigma_3 . \tag{7} \]
\[ P^2-Q^2=F^2-G^2,\qquad P^2+Q^2=(F,G)\,S^{-2}\binom FG=K(F^2+G^2)+\frac{2a}g\,FG. \tag{8} \]
\[ F'=\Big(\frac{\epsilon a}g-\frac g\rho\Big)F+(1+\epsilon K)\,G,\qquad G'=-\Big(\frac{\epsilon a}g-\frac g\rho\Big)G+(1-\epsilon K)\,F. \tag{9} \]
\[ (u,v)=(F,G)\ \ (\kappa<0),\qquad (u,v)=(G,-F)\ \ (\kappa>0) \tag{10} \]

With \(x=\epsilon\rho\), \(\eta=1/\epsilon\),

\[ W_s=\frac as-\frac sx,\qquad A_s=\frac d{dx}+W_s,\qquad A_s^\dagger=-\frac d{dx}+W_s,\qquad H_s=-\frac{d^2}{dx^2}+\frac{s(s-1)}{x^2}-\frac{2a}x . \tag{14} \]
\[ A_\gamma u=(K-\sigma\eta)\,v,\qquad A_\gamma^\dagger v=(K+\sigma\eta)\,u, \tag{15} \]
\[ H_\gamma u=-\beta^2u,\qquad \beta^2=\eta^2-1>0. \tag{16} \]
\[ A_s^\dagger A_s=H_s+\frac{a^2}{s^2},\qquad A_sA_s^\dagger=H_{s+1}+\frac{a^2}{s^2}, \tag{17} \]
\[ A_sA_s^\dagger=A_{s+1}^\dagger A_{s+1}+a^2\Big[\frac1{s^2}-\frac1{(s+1)^2}\Big]. \tag{18} \]

Regular for \(H_s\) means \(x^s\) times a power series, decaying exponentially with its derivatives. For a regular eigenfunction, \(H_sf=-\beta^2f\),

\[ \|A_sf\|^2=\Big(\frac{a^2}{s^2}-\beta^2\Big)\|f\|^2,\qquad\text{so that}\quad s\le a/\beta. \tag{20} \]

Bound states have \(N=\gamma+n\), \(\beta=a/N\), with \(n\ge0\) for \(\kappa<0\), \(n\ge1\) for \(\kappa>0\):

\[ \phi=x^Ne^{-ax/N}, \tag{21} \]
\[ E=c^2\Big[1+\frac{a^2}{(\gamma+n)^2}\Big]^{-1/2}. \tag{22} \]

For \(n=0\), \(u=\phi\), \(v=0\). For \(n\ge1\) (\(w=\phi\) when \(n=1\)), levels \(\kappa=\pm k\) are degenerate, and the ladder gives

\[ w=A_{\gamma+1}^\dagger\cdots A_{N-1}^\dagger\,\phi,\qquad u=A_\gamma^\dagger w,\qquad v=(K+\sigma\eta)\,w, \tag{23} \]
\[ \mu=\frac{a^2}{\gamma^2}-\beta^2=K^2-\eta^2=(K-\sigma\eta)(K+\sigma\eta) \tag{24} \]
\[ A_s^\dagger\,x^{s+1+i}e^{-\beta x}=\Big[-(2s+1+i)\,x^{s+i}+\Big(\beta+\frac as\Big)x^{s+1+i}\Big]e^{-\beta x}, \tag{25} \]
\[ u=\frac{(-1)^n\,n!}{(2\beta)^n}\prod_{j=0}^{n-1}\Big(\beta+\frac a{\gamma+j}\Big)\;x^\gamma e^{-\beta x}L_n^{(2\gamma-1)}(2\beta x). \tag{26} \]

### Normalization

For \(f\) regular for \(H_{s+1}\) with eigenvalue \(-\beta^2\), (17) gives \(\|A_s^\dagger f\|^2=(a^2/s^2-\beta^2)\|f\|^2\), the boundary term being \(O(x^{2s+1})\) again. With Euler's integral for \(\|\phi\|^2\),

\[ \|u\|^2=\int_0^\infty u^2dx=\frac{\Gamma(2N+1)}{(2\beta)^{2N+1}}\prod_{j=0}^{n-1}a^2\Big[\frac1{(\gamma+j)^2}-\frac1{N^2}\Big]. \tag{27} \]

Every factor is positive, so the ladder never produces zero.

The cross term in (8) needs \(\langle1/x\rangle\) in the state \(u\). Let \(u\) be normalized, \(u_\lambda(x)=\lambda^{1/2}u(\lambda x)\), and let \(T\) be the mean of \(-d^2/dx^2+\gamma(\gamma-1)/x^2\), which is finite because by (16) this operator turns \(u\) into \((2a/x-\beta^2)u\). Rescaling the integration variable gives \(\langle u_\lambda,H_\gamma u_\lambda\rangle=\lambda^2T-2a\lambda\langle1/x\rangle\). The derivative at \(\lambda=1\) is \(\langle\delta u,H_\gamma u\rangle+\langle u,H_\gamma\delta u\rangle\) with \(\delta u=u/2+xu'\). Both \(u\) and \(\delta u\) start as \(x^\gamma\), so the boundary term \(u\,\delta u'-u'\delta u\) is \(O(x^{2\gamma})\), \(H_\gamma\) may be moved onto \(u\), and the derivative is \(-2\beta^2\langle u,\delta u\rangle=0\) because the norm does not depend on \(\lambda\). Thus \(T=a\langle1/x\rangle\), and \(T-2a\langle1/x\rangle=-\beta^2\) gives

\[ \langle1/x\rangle=\beta^2/a=a/N^2. \tag{28} \]

For every existing state \(K-\sigma\eta\ne0\), so \(v=A_\gamma u/(K-\sigma\eta)\). From (20) and (24), and from \(\int uu'dx=0\) with (28),

\[ \|v\|^2=\frac{K+\sigma\eta}{K-\sigma\eta}\|u\|^2,\qquad \langle u,v\rangle=\frac{a/\gamma-\gamma a/N^2}{K-\sigma\eta}\|u\|^2. \tag{29} \]

By (10), \(F^2+G^2=u^2+v^2\), \(FG=-\sigma uv\) and \(F^2-G^2=-\sigma(u^2-v^2)\). The cross term of (8) is then \(-(2a/\gamma)uv\) for both signs. Since \(\|u\|^2+\|v\|^2=2K\|u\|^2/(K-\sigma\eta)\),

\[ \int(P^2+Q^2)\,dx=\frac{2\,[K^2-a^2/\gamma^2+\beta^2]}{K-\sigma\eta}\|u\|^2=\frac{2\eta^2}{K-\sigma\eta}\|u\|^2, \tag{30} \]

by (12) and (16). Because \(d\rho=\eta\,dx\), the factor that makes \(\int(P^2+Q^2)d\rho=1\) is

\[ C=\Big[\frac{K-\sigma\eta}{2\eta^3\|u\|^2}\Big]^{1/2},\qquad \binom PQ=C\cosh\tfrac\theta2\begin{pmatrix}1&t\\t&1\end{pmatrix}\binom FG,\qquad t=\tanh\tfrac\theta2, \tag{31} \]

with \(F,G\) from (10) and (23). Likewise \(\|u\|^2-\|v\|^2=-2\sigma\eta\|u\|^2/(K-\sigma\eta)\), so \(\int(P^2-Q^2)dx=2\eta\|u\|^2/(K-\sigma\eta)\). Dividing by (30), a normalized state has

\[ \int(P^2-Q^2)\,d\rho=\epsilon,\qquad \int Q^2d\rho=\frac{1-\epsilon}2,\qquad C^2\!\int(F^2+G^2)\,d\rho=K\epsilon^2. \tag{32} \]

The last quantity would be one if \(S\) were orthogonal.

For \(n=0\), \(G=0\) and \(Q/P=t=-a/(k+\gamma)\) at all radii. The exponent is \(\beta x=(a/\gamma)(\gamma/k)\rho=Zr/k\). For 1s the radial density \(P^2+Q^2\) is proportional to \(r^{2\gamma}e^{-2Zr}\), and the ratio of Euler integrals gives \(\langle r\rangle=(2\gamma+1)/2Z\).

### Limits and failure

For small \(a\), put \(n_p=n+k\). Then \(N=n_p-a^2/2k+O(a^4)\), \(1/N^2=n_p^{-2}(1+a^2/kn_p+\dots)\), and \(\epsilon=1-a^2/2N^2+3a^4/8N^4-\dots\), so

\[ \epsilon-1=-\frac{a^2}{2n_p^2}-\frac{a^4}{2n_p^3}\Big(\frac1k-\frac3{4n_p}\Big)+O(a^6). \tag{33} \]

The first term times \(c^2\) is the Schrödinger level \(-Z^2/2n_p^2\). As \(a\to0\), \(\theta\to0\) and \(P\to F\). For \(\kappa<0\), \(P\to u\) with barrier \(k(k-1)=l(l+1)\); for \(\kappa>0\), \(P\to-v\) with barrier \(k(k+1)=l(l+1)\). In this limit alone the step \(s\to s+1\) is the physical step \(l\to l+1\) within a shell.

As \(a\to k\), \(\theta\) diverges by (6), and at \(a=k\) the matrix \(M\) is nonzero with \(M^2=0\) and cannot be diagonalized. For \(a>k\), \(\gamma\) is imaginary, both solutions oscillate at the origin and the construction fails. It also needs the pure \(1/r\) form: a finite nucleus or a screening potential replaces \(a\) in \(M\) by a function of \(\rho\), no constant \(S\) removes the term, and the argument for the \(\pm k\) degeneracy no longer applies.

### Worked example: hydrogen-like selenium

Take Se\(^{33+}\), \(Z=34\), in the model above: point nucleus of infinite mass, no radiative corrections. With \(1/\alpha=137.035999\), \(a=0.24810999\); the units of energy and of \(\rho\) are \(mc^2=510998.951\) eV and \(\hbar/mc=0.00386159\) Å.

For \(k=1\), \(\gamma=\sqrt{1-0.24810999^2}=0.96873187\), \(K=1/\gamma=1.03227738\) and \(|\theta|=0.25339781\), with \(\cosh\frac\theta2=1.00803705\) and \(|\sinh\frac\theta2|=0.12703815\). For \(k=2\) and \(3\), \(\gamma=1.98455069\) and \(2.98972264\). The first auxiliary parameter of \(k=1\) is \(1.96873187\), which falls short of \(\gamma_{k=2}\) by \(0.01581882\).

For 1s, \(\epsilon=\gamma\) and \(E-mc^2=(0.968731869-1)\times510998.951=-15978.0\) eV, against the Schrödinger value \(-15728.2\) eV; the binding is larger by \(249.8\) eV, or 1.6% of the Schrödinger value. The ratio \(Q/P=-0.24810999/1.96873187=-0.12602528\), the decay constant is \(0.24810999/0.00386159=64.251\) Å\(^{-1}\), \(\langle r\rangle=0.022859\) Å, and \(\int Q^2d\rho=(1-0.96873187)/2=0.015634\). The levels with \(n_p\le3\) from (22) are:

| states | \(n\) | \(N\) | \(E-mc^2\) (eV) |
|---|---|---|---|
| 1s\(_{1/2}\) | 0 | 0.968732 | −15978.0 |
| 2s\(_{1/2}\), 2p\(_{1/2}\) | 1 | 1.968732 | −4010.2 |
| 2p\(_{3/2}\) | 0 | 1.984551 | −3947.3 |
| 3s\(_{1/2}\), 3p\(_{1/2}\) | 2 | 2.968732 | −1775.3 |
| 3p\(_{3/2}\), 3d\(_{3/2}\) | 1 | 2.984551 | −1756.6 |
| 3d\(_{5/2}\) | 0 | 2.989723 | −1750.6 |

The Schrödinger values for \(n_p=2,3\) are \(-3932.0\) and \(-1747.6\) eV. The 2p fine structure is \(4010.2-3947.3=62.9\) eV. The Lyman-\(\alpha\) lines lie at \(12030.7\) eV (2p\(_{3/2}\)) and \(11967.8\) eV (2p\(_{1/2}\)); with \(hc=12398.42\) eV Å the wavelengths are \(1.031\) Å and \(1.036\) Å. The energies are values of the model. As a rough size, the omitted effects move the 1s level of the real ion by about ten eV, which changes the wavelengths by about one unit in the third decimal, so for the real ion that last digit is already uncertain.

The pair 2s\(_{1/2}\), 2p\(_{1/2}\) needs one ladder step. Here \(\beta=a/N=0.24810999/1.96873187=0.12602528\). It equals \(|t|\), the 1s value of \(|Q/P|\), digit for digit, because for \(k=1\) both are \(a/(1+\gamma)\). Then \(\eta=\sqrt{1+\beta^2}=1.00790990\), \(K-\eta=0.02436748\), \(K+\eta=2.04018729\), and their product is \(\mu=0.04971423\). The unit of \(x\) is \(1.00790990\times0.00386159=0.00389214\) Å, against \(0.00398623\) Å for 1s. With \(w=x^{\gamma+1}e^{-\beta x}\), (25) gives \(u=(c_0+c_1x)\,x^\gamma e^{-\beta x}\), where \(c_0=-(2\gamma+1)=-2.93746374\) and \(c_1=\beta+a/\gamma=0.38214361\). The node of \(u\) is at \(x=2.93746374/0.38214361=7.686806\), which is also \(\gamma/\beta\), the zero of \(L_1^{(2\gamma-1)}(y)=2\gamma-y\); the radius is \(0.029918\) Å. Equation (27) gives \(\|u\|^2=979.7354\).

For 2s, \(\sigma=-1\), \(t=-0.12602528\), \(F=u\), \(G=(K-\eta)w\), and \(C=[2.04018729/(2\times1.00790990^3\times979.7354)]^{1/2}=0.03188842\). By (31), \(P\propto c_0+[c_1+t(K-\eta)]x\) and \(Q\propto tc_0+[tc_1+(K-\eta)]x\). The node of \(P\) lies at

\[ r=\frac{2.93746374\times0.00389214}{0.38214361-0.12602528\times0.02436748}=0.030160\ \text{Å}, \]

slightly outside the node of \(u\) because \(t(K-\eta)<0\) lowers the slope. The node of \(Q\) lies at

\[ r=\frac{0.12602528\times2.93746374\times0.00389214}{0.12602528\times0.38214361-0.02436748}=0.060560\ \text{Å}. \]

The two components vanish at different radii, so the density has no zero at finite \(r>0\).

For 2p\(_{1/2}\), \(\sigma=+1\), \(t=+0.12602528\), \(F=-(K+\eta)w\), \(G=u\), and \(C=[0.02436748/(2\times1.00790990^3\times979.7354)]^{1/2}=0.00348500\). Now \(P\propto tc_0+[tc_1-(K+\eta)]x\) has two negative coefficients and no node, and it starts as \(x^\gamma\), like an s function, with the small coefficient \(tc_0\). The two states share \(\int Q^2d\rho=0.003924\) and \(K\epsilon^2=1.03227738\times0.992152173^2=1.016139\), as (32) requires, but not their size: \(\langle r\rangle=0.091264\) Å for 2s and \(0.075700\) Å for 2p\(_{1/2}\), by quadrature, beside \(0.077339\) Å for 2p\(_{3/2}\).

The missing state \(\kappa=+1\), \(n=0\) can be tried with \(G=\phi\), \(F=0\), \(\epsilon K=1\). The first row of (9) then fails by \(2\phi\), which (31) carries into the \(P\) equation as \(2\cosh\frac\theta2\,\phi\), while the larger component is \(Q=\cosh\frac\theta2\,\phi\). The residual relative to the larger component is exactly 2, and the printed value is \(2.0000\).

The numerical check checks (7), the invariance of \(\sigma_3\), the first relation (17), and (18) and (21) symbolically. It then shoots on the untransformed equations (1) for \(\kappa=-1,+1,-2,+2,-3\), at \(Z=34\) and at the model value \(a=0.8\), asserting that the number of levels between \(\epsilon=-0.9\) and \(1-a^2/(2\times3.3^2)\) matches (22) with the restriction on \(n\), that each level agrees within \(2\times10^{-9}\) in \(\epsilon\), and that the functions (31) satisfy (1), (26)–(28), the normalization, the small-component weight in (32), the node count of \(u\) and the 1s–2s orthogonality.

## Computed values

```
Z = 34, 1/alpha = 137.035999, a = Z*alpha = 0.24810999
mc^2 = 510998.951 eV
hbar/(mc) = 0.00386159 angstrom
hc = 12398.4198 eV angstrom
largest Z with gamma > 1/2 at |kappa|=1: 118
|kappa|=1: gamma = 0.96873187, K = 1.03227738, |theta| = 0.25339781
|kappa|=2: gamma = 1.98455069, K = 1.00778479, |theta| = 0.12469732
|kappa|=3: gamma = 2.98972264, K = 1.00343756, |theta| = 0.08289267
|kappa|=1: cosh(theta/2) = 1.00803705, |sinh(theta/2)| = 0.12703815
gamma(1)+1 = 1.96873187, gamma(2)-gamma(1)-1 = 0.01581882
state kappa n N eps | E-mc^2 ladder, shooting (eV)
1s1/2 -1 0 0.96873187 0.968731869 | -15977.982 -15977.982
2s1/2 -1 1 1.96873187 0.992152173 | -4010.231 -4010.231
3s1/2 -1 2 2.96873187 0.996525849 | -1775.288 -1775.288
2p1/2 +1 1 1.96873187 0.992152173 | -4010.231 -4010.231
3p1/2 +1 2 2.96873187 0.996525849 | -1775.288 -1775.288
2p3/2 -2 0 1.98455069 0.992275344 | -3947.291 -3947.291
3p3/2 -2 1 2.98455069 0.996562389 | -1756.615 -1756.615
3d3/2 +2 1 2.98455069 0.996562389 | -1756.615 -1756.615
3d5/2 -3 0 2.98972264 0.996574212 | -1750.574 -1750.574
Schroedinger level, principal number 1: -15728.181 eV
Schroedinger level, principal number 2: -3932.045 eV
Schroedinger level, principal number 3: -1747.576 eV
2p3/2 - 2p1/2 = 62.940 eV
2p3/2 -> 1s1/2: 12030.691 eV = 1.030566 angstrom
2p1/2 -> 1s1/2: 11967.751 eV = 1.035986 angstrom
1s: Q/P = -0.12602528, eta = 1.03227738
1s: decay constant = 64.25069 1/angstrom
n=1,|kappa|=1: beta = 0.12602528, eta = 1.00790990
n=1: mu = K^2-eta^2 = 0.04971423
n=1: K-eta = 0.02436748, K+eta = 2.04018729
n=1: u polynomial c0 = -2.93746374, c1 = 0.38214361
n=1: |u|^2 in x = 979.735388
n=1: unit of x = 0.00389214 angstrom; 1s: 0.00398623 angstrom
n=1: decay constant = 32.37945 1/angstrom
n=1: node of u at x = 7.686806, r = 0.029918 angstrom
2s node of P = 0.030160 angstrom
2s node of Q = 0.060560 angstrom
1s1/2: C (in rho) = 0.26384012, int Q^2 = 0.01563407, int(F^2+G^2) = 0.96873187
1s1/2: <r> = 0.022859 angstrom
2s1/2: C (in rho) = 0.03188842, int Q^2 = 0.00392391, int(F^2+G^2) = 1.01613869
2s1/2: <r> = 0.091264 angstrom
2p1/2: C (in rho) = 0.00348500, int Q^2 = 0.00392391, int(F^2+G^2) = 1.01613869
2p1/2: <r> = 0.075700 angstrom
2p3/2: C (in rho) = 0.00662124, int Q^2 = 0.00386233, int(F^2+G^2) = 0.99227534
2p3/2: <r> = 0.077339 angstrom
kappa=+1, n=0 candidate: relative residual = 2.0000
```
